Film thickness from an ion-scattering width: the surface-energy approximation, part 2

Ions of mass M1 and energy E0 enter a flat film of thickness t at angle θ1 to the normal, scatter once through the angle θ from an atom of mass M2 at depth x, and leave through the front face at angle θ2 to the normal. The scattering element fills the film and occurs nowhere else, so its signal has a front edge at KE0 and a back edge at E₁(t); their separation W is to give t. Energies are in keV and lengths in nm. E₁(x) is the detected energy, E(x) the energy just before the collision, and K the fraction of energy kept in it:

K = {[M1 cosθ + √(M2² − M1²sin²θ)]/(M1 + M2)}².

With a = 1/cosθ1, b = 1/cosθ2 and S(E) the energy loss per path length, the inward leg obeys

dE/dx = −aS(E), E(0) = E0,

and the outward leg, with energy F after recrossing a depth range y,

dF/dy = −bS(F), F(0) = KE(t).

With S averaged over each leg,

W = t(K a S̄in + b S̄out).

The surface-energy approximation is t₀ = W/[S], where

[S] = K a S0 + b S1, S0 = S(E0), S1 = S(KE0).

If S falls with rising energy over both legs and up to E0 and KE0, t₀ exceeds t; if S rises there, t₀ is too small.

The example has M1 = 4 u, M2 = 100 u, E0 = 2000 keV, θ1 = 30°, θ2 = 10°, θ = 160° and

S(E) = 2Sm/[√(E/Em) + √(Em/E)], Sm = 0.5 keV/nm, Em = 1000 keV.

Real solids show a steeper fall above the maximum. Here K = 0.85619, a = 1.15470, b = 1.01543 and [S] = 0.95594 keV/nm, whose inward and outward terms have weights 0.488 and 0.512. For W = 100 keV, t₀ = 104.609 nm, while full numerical slowing down gives t = 104.189 nm. The atomic density is 50 atoms/nm³; W depends only on the number of atoms per area, not on their distribution in depth.

### The size of the error

For a thin film the error can be computed without solving for the energies. Assume that S is smooth, and let a prime denote its derivative with respect to energy. Differentiating the inward equation dE/dx = −aS(E) once more, by the chain rule,

d²E/dx² = −aS′(E) dE/dx = a²S(E)S′(E).

The Taylor expansion about x = 0, evaluated at x = t, is

E(t) = E0 − aS0t + ½a²S0S0′t² + O(t³),

with S0′ = S′(E0). Multiply by K to get the energy after the collision, called G:

G = KE0 − KaS0t + ½Ka²S0S0′t² + O(t³).

The outward equation has the same form with b in place of a and G as the starting energy. Its expansion over the whole leg is

E₁(t) = G − bS(G)t + ½b²S(G)S′(G)t² + O(t³).

The stopping power at G must be referred to KE0. To first order G differs from KE0 by −KaS0t, so that

S(G) = S1 − KaS0S1′t + O(t²), S1′ = S′(KE0).

In the second term of E₁(t) this gives

−bS(G)t = −bS1t + KabS0S1′t² + O(t³).

The third term already carries t², so G may be replaced there by KE0. Collecting everything,

E₁(t) = KE0 − (KaS0 + bS1)t + Ct² + O(t³),

C = ½Ka²S0S0′ + KabS0S1′ + ½b²S1S1′.

Since W = KE0 − E₁(t),

W = [S]t − Ct² + O(t³).

The three parts of C have separate meanings. The first is the change of stopping power along the inward leg. The second arises because the outward leg starts at a lower energy than it would at the surface. The third is the change along the outward leg itself.

A limit tests the factors. For K = a = b = 1 the collision takes no energy, and the two legs form one continuous path of length 2t. Expanding the loss along a single path of that length gives a second-order term ½(2t)²S0S0′ = 2S0S0′t². With S1 = S0 and S1′ = S0′, the formula gives C = (½ + 1 + ½)S0S0′ = 2S0S0′, in agreement. For constant S all derivatives vanish and C = 0, as it must.

Dividing W by [S]t gives the relative error of the thickness, referred to the true thickness:

t₀/t − 1 = −Ct/[S] + O(t²).

It grows in proportion to t in a thin film, and it has the sign opposite to that of C. In the limit K = a = b = 1 it is −S0′t to first order, which is minus the relative slope S0′/S0 times the energy S0t lost in one crossing. The approximation is good when the stopping power changes little over the energy lost in the film. A small thickness in nm is not sufficient by itself: at grazing angles a or b is large, and the path may be long even in a thin film.

### Numbers for the error

The model stopping power can be written as S = 2Sm√(EEm)/(E + Em). Its logarithm is a constant plus ½ ln E − ln(E + Em), and differentiating this gives

S′/S = 1/(2E) − 1/(E + Em) = (Em − E)/[2E(E + Em)].

At the two surface energies this yields S0′ = −3.928 × 10⁻⁵ nm⁻¹ and S1′ = −3.700 × 10⁻⁵ nm⁻¹. The unit is that of keV/nm divided by keV. The three parts of C, in the order above, are

−1.057 × 10⁻⁵, −1.751 × 10⁻⁵, −0.920 × 10⁻⁵ keV/nm²,

and their sum is C = −3.728 × 10⁻⁵ keV/nm². The predicted error at the true thickness is

3.728 × 10⁻⁵ × 104.189/0.95594 = 0.41 %,

against 0.40 % from the full calculation.

Films of 50, 100 and 200 nm give errors of 0.194, 0.387 and 0.764 %, while the linear law predicts 0.195, 0.390 and 0.780 %. At 400 nm the values are 1.479 and 1.560 %, and at 800 nm they are 2.574 and 3.120 %. The linear law thus begins to overstate the error in thick films of this model. What remains of W after the terms in t and t² have been removed should grow as t³. Between 20 and 40 nm it grows by a factor of 8.22, close to the 8 of a pure cubic; terms of higher order are still present at finite thickness, so the factor need not be 8.

The film of 800 nm deserves a closer look, because its back edge lies at 1712.4 − 784.4 = 928 keV, below the stopping maximum at 1000 keV. The simple sign rule no longer covers it, yet the error is still positive. The model explains why. Exchanging E/Em for Em/E leaves S unchanged, so S has the same value at KE0 and at Em²/(KE0) = 584 keV, and it is larger everywhere in between. The outward energies stay between these two values. For the inward leg the corresponding partner of 2000 keV is 500 keV, and the inward energies stay above that. Both averages therefore still exceed their surface values.

At a beam energy of 600 keV the whole path lies below the maximum, where S rises with energy. For a film of 100 nm the width is 94.38 keV and the loss factor 0.95943 keV/nm, giving an estimate of 98.4 nm. The error is now −1.6 %: its sign has turned, as derived. It is also larger than the 0.39 % found at 2000 keV for the same film. The expression for S′/S accounts for most of this (the linear law gives −1.4 %, and higher orders supply the rest): at 600 keV the relative slope is 2.1 × 10⁻⁴ keV⁻¹, against −0.8 × 10⁻⁴ keV⁻¹ at 2000 keV, and at the corresponding energies after the collision the contrast is greater still.

### Correcting the estimate

The second-order formula can be turned round. Dividing W = [S]t − Ct² + O(t³) by [S] and solving for the linear term gives

t = t₀ + Ct²/[S] + O(t³).

Since t and t₀ differ at second order, replacing t² by t₀² on the right changes the result at third order, which is already neglected. Thus

t ≈ t₀ + Ct₀²/[S].

For the example,

t ≈ 104.609 − 3.728 × 10⁻⁵ × 104.609²/0.95594 = 104.182 nm.

The difference from the full result has fallen from 0.420 nm to 0.007 nm.

For thicker films the slowing-down equations can be solved without expansion. Separating variables in dE/dx = −aS(E), and likewise on the way out, gives two expressions for the same thickness:

t = (1/a) ∫ dE/S(E), from E(t) to E0,

t = (1/b) ∫ dE/S(E), from E₁(t) to KE(t).

The measured width fixes E₁(t) = KE0 − W. The one unknown left is E(t). As a trial value of E(t) is raised from E₁(t)/K to E0, the first expression falls steadily to zero, while the second rises steadily from zero. They cross once, and the crossing gives t. No surface-energy assumption is left in this procedure, but it still needs S over the whole energy range.

### Which error matters

The correction is worth making if the stopping power is known well enough. Suppose that S is too large by 3 % at all energies. Then [S] is too large by 3 %, and t₀ is too small by about 3 %, several times the error of the surface-energy approximation in the example. With the steeper stopping curves of real solids that error is nearer 1 % for the same width, so the margin is smaller there. If S were wrong by 3 % near E0 but correct near KE0, the weights found above would reduce the effect to 0.488 × 3 % = 1.5 %. The correction with C removes the leading part of an error of method; it does not improve the stopping data.

### Finding the edges in a blurred spectrum

A detector of finite resolution turns both sharp edges into slopes. It has to be shown that a useful width can still be read from them.

Let g(E) be the sharp spectrum as a function of detected energy, and let the detector spread each energy by a normalized Gaussian P(u) of standard deviation σ, the same at both edges. The blurred spectrum is

Y(E) = ∫ g(E′)P(E − E′) dE′.

Assume that W is many times σ, so that the other edge cannot be felt, and that g changes little over a distance σ.

At the front edge, E_f = KE0, the sharp spectrum ends. Below the edge put E′ = E_f − u with u ≥ 0 and use g(E′) ≈ g_f − g_f′u. At a point displaced by a small δ from the edge,

Y(E_f + δ) = ∫₀^∞ (g_f − g_f′u)P(u + δ) du.

Two integrals are needed. Half of the Gaussian lies at positive u, and shifting it by δ removes a strip of height P(0):

∫₀^∞ P(u + δ) du = ½ − δP(0) + O(δ³).

Since dP/du = −uP/σ², the other integral is

∫₀^∞ uP(u) du = σ²P(0).

The product of δ and g_f′ is of second order and is dropped. Then

Y(E_f + δ) = ½g_f − P(0)(g_f δ + g_f′σ²).

The point where Y equals half the local plateau height g_f therefore lies at

δ_f = −σ²g_f′/g_f.

At the back edge, E_b = E₁(t), the sharp spectrum lies above the edge. With E′ = E_b + u and g(E′) ≈ g_b + g_b′u, the strip is now added instead of removed:

Y(E_b + δ) = ½g_b + P(0)(g_b δ + g_b′σ²), δ_b = −σ²g_b′/g_b.

The two displacements have the same form and the same sign if the plateau slopes the same way at both ends. The width read at half height is

W_half = W + δ_f − δ_b,

so the displacements largely cancel if the relative slopes g′/g at the two edges are close to each other. For a flat plateau both vanish.

The numerical spectrum has a resolution of 15 keV full width at half maximum, so σ = 15/√(8 ln 2) = 6.37 keV. Its height follows from the number of collisions per depth, which for Rutherford scattering at fixed angle goes as 1/E(x)², divided by |dE₁/dx|, the energy range into which a depth interval is mapped. Ions scattered deeper have less energy and scatter more often, and in this example the plateau rises towards the back edge. The front edge moves by 0.0198 keV and the back edge by 0.0206 keV, as the formula predicts to within 0.0002 keV. The width at half height is 99.999 keV. The levels used here are the heights of the unblurred spectrum at the two edges. In a blurred spectrum the plateau has to be extrapolated to the edge or read well inside it: levels read 3σ inside each edge give 100.02 keV, while levels read 2σ inside, where the blurring has already lowered the plateau, give 100.36 keV.

The half height must refer to the plateau next to each edge. From δ_b and σ, the relative slope of the plateau is close to −0.0206/6.37² = −5 × 10⁻⁴ keV⁻¹, so its height changes by about 5 % across the signal. Suppose that half the front height were used at the back edge as well. The level would be too low by 0.025g_b, and the slope of the blurred edge is g_bP(0) = g_b/(σ√(2π)). The reading would move down by about 0.025 × 6.37 × √(2π) = 0.4 keV, and the width would come out 0.4 % too large. This is as large as the whole error of the surface-energy approximation here.

The resolution also sets a depth scale. Near the surface a depth difference x appears as an energy difference [S]x, so 15 keV corresponds to 15/0.95594 = 15.7 nm. A film of comparable thickness has no plateau, and the half-height reading then loses its basis. Tilting the sample so that both legs make larger angles with the normal raises a and b, and with them [S], which spreads the same depth over more energy. The price is a longer path, with the larger slowing-down error found above.

### Where the conversion stops being valid

The conversion requires that both edges belong to the same element and can be seen. If the element also occurs in the substrate, or if the signal of another element covers an edge, W cannot be read directly. If the element diffuses into the substrate, the back edge no longer marks a face. An element with several isotopes has several values of K: for masses from 92 to 100 u the front edges in the geometry of the example spread over 23 keV, more than the detector resolution, and both edges are broadened accordingly.

Straggling makes the back edge broader than the front edge, and multiple scattering lengthens some paths. The constant σ used above contains neither effect, so the near-perfect cancellation of the two displacements has been shown here only for constant resolution. Roughness makes t itself a distribution. At grazing angles all three effects deserve separate treatment, since the path is then long, and a small change in direction or surface slope alters its length considerably.

Within its range the conversion has a simple structure. The kinematic factor weights the inward loss, the angles set the path lengths, and the stopping power at E0 and KE0 sets the scale. The coefficient C gives the leading error of these surface values in a thin film. Near the stopping maximum its parts can cancel, and terms of higher order then set the error, so a small C alone does not show that a film is thin enough. The numerical output that follows lists the main values used here.

Computed values

```
Masses M1, M2: 4, 100 u
Beam energy E0: 2000 keV
Angles theta1, theta2, theta: 30, 10, 160 deg
Stopping maximum Sm: 0.50 keV/nm at Em = 1000 keV
Path factors a, b: 1.15470, 1.01543
Kinematic factor K: 0.85619
Front-edge energy K E0: 1712.38 keV
S(E0): 0.47140 keV/nm
S(K E0): 0.48245 keV/nm
Inward term K a S(E0): 0.46605 keV/nm
Outward term b S(K E0): 0.48989 keV/nm
Loss factor [S]: 0.95594 keV/nm
S'(E0): -3.9284e-05 1/nm
S'(K E0): -3.6998e-05 1/nm
Coefficient C: -3.7282e-05 keV/nm^2
Cubic remainder ratio, 40 nm to 20 nm: 8.223
Given width W: 100.0 keV
Thickness, surface-energy: 104.609 nm
Thickness, corrected: 104.182 nm
Thickness, full slowing down: 104.189 nm
Surface-energy error: 0.403 %
Thickness if K is omitted: 96.691 nm
Error if K is omitted: -7.20 %
Energy before scattering at back face: 1943.152 keV
Detected back-edge energy: 1612.384 keV
Mean stopping inward: 0.47252 keV/nm
Mean stopping outward: 0.48515 keV/nm
Atomic density: 50 atoms/nm^3
Areal density, surface-energy: 5230.4 atoms/nm^2
Same areal density: 5.2304e+17 atoms/cm^2
Width with graded density: 100.00000 keV
t (nm), W (keV), W/[S] (nm), error (%), predicted error (%)
50, 47.890, 50.097, 0.194, 0.195
100, 95.964, 100.387, 0.387, 0.390
200, 192.650, 201.529, 0.764, 0.780
400, 388.031, 405.915, 1.479, 1.560
800, 784.438, 820.592, 2.574, 3.120
Beam 600 keV, 100 nm film: W = 94.382 keV
Beam 600 keV: [S] = 0.95943 keV/nm
Beam 600 keV: W/[S] = 98.373 nm
Resolution FWHM, sigma: 15.0, 6.370 keV
Front half-height shift, found and predicted: 0.0198, 0.0198 keV
Back half-height shift, found and predicted: 0.0206, 0.0205 keV
Half-height width: 99.9992 keV
```
